# Critical Thickness for Crystallization of Amorphous Silicon at an Aluminium Grain Boundary

Crystallization of a thin film sets a gain proportional to volume against a cost proportional to area. If the gain is a free energy $\Delta g$ per volume and the cost is built from interface energies per area, their quotient is a length:

$$
\frac{\text{energy}/\text{length}^2}{\text{energy}/\text{length}^3}=\text{length}.
$$

For an amorphous silicon film between two aluminium grains, a critical thickness must therefore be an interface energy divided by $\Delta g$, times a pure number. The film has two equivalent faces, and mirror symmetry about its midplane makes each contribute equally when it crystallizes right through. This suggests a factor of two. Dimensions alone cannot tell which interface energy enters, because there are two candidates: the extra energy of silicon against the metal once it is crystalline, and the energy of the boundary between crystalline and amorphous silicon. With $\delta$ for the first and $\gamma_{ca}$ for the second, the most that dimensional analysis gives is

$$
h_c=\frac{\delta}{\Delta g}\,f\!\left(\frac{\gamma_{ca}}{\delta}\right),
$$

where $f$ is a dimensionless function still to be found.

Let $\gamma_a$ be the energy per area of the aluminium/amorphous-silicon interface and $\gamma_c$ that of the aluminium/crystalline-silicon interface. The increase at one face is

$$
\delta=\gamma_c-\gamma_a .
$$

I take $\delta>0$, $\gamma_{ca}>0$ and $\Delta g>0$. The interfaces are sharp and their energies isotropic, strain is neglected, and silicon does not flow along the boundary, so the local thickness $h$ is fixed. The temperature and pressure are also fixed, and the free energy is the Gibbs free energy. Both $h$ and $\Delta g$ refer to the volume of the amorphous material. The slight densification on crystallization is then not counted twice, and the small change of shape that accompanies it is ignored.

The amorphous film can replace a bare grain boundary of energy $\gamma_{gb}$ with a gain in interface energy if

$$
\gamma_{gb}>2\gamma_a .
$$

This is the wetting condition. It explains why the film may be there, but $\gamma_{gb}$ drops out of the crystallization criterion, since a film is present both before and after the change.

The driving force follows from the enthalpy and entropy per atom. If crystallization releases an enthalpy $\Delta H$, and the amorphous phase has an entropy larger by $\Delta S$, then

$$
G_a-G_c=(H_a-H_c)-T(S_a-S_c)=\Delta H-T\Delta S .
$$

Multiplication by the number $n$ of atoms per volume of amorphous silicon gives

$$
\Delta g=n(\Delta H-T\Delta S).
$$

The minus sign means that the excess entropy of the amorphous phase weakens the drive as the temperature rises.

Consider first an area $A$ that crystallizes through its full thickness and is so wide that its rim can be neglected. The energies before and after, measured from the bulk free energy of the amorphous film, are

$$
G_{\rm before}=2\gamma_a A,\qquad
G_{\rm after}=2\gamma_c A-hA\,\Delta g .
$$

Subtraction gives

$$
\frac{\Delta G}{A}=2(\gamma_c-\gamma_a)-h\Delta g=2\delta-h\Delta g .
$$

The change is negative when $h>2\delta/\Delta g$. Twice the increase at one interface, divided by the volumetric driving force, is thus the threshold for this particular transformation. If "increase" were understood as the sum over both faces, the factor of two would already be contained in it.

The film has other choices. A crystalline layer of thickness $t<h$ may touch one grain and leave amorphous silicon at the other. One metal interface then changes, and one crystalline/amorphous interface is created:

$$
\frac{\Delta G}{A}=\delta+\gamma_{ca}-t\Delta g .
$$

A crystalline layer may also be buried, with amorphous silicon on both sides. No metal interface changes, but two internal interfaces appear:

$$
\frac{\Delta G}{A}=2\gamma_{ca}-t\Delta g .
$$

The one-sided cost $\delta+\gamma_{ca}$ is the mean of $2\delta$ and $2\gamma_{ca}$, so it is never below the smaller of them. For the buried layer, $t$ can approach $h$ in this continuum model. The lowest threshold among the flat arrangements is therefore

$$
h_c=\frac{2\min(\delta,\gamma_{ca})}{\Delta g}.
$$

The unknown function is $f(x)=2\min(1,x)$. The simpler form $h_c=2\delta/\Delta g$ holds if

$$
\delta\le\gamma_{ca},\qquad\text{that is,}\qquad \gamma_c\le\gamma_a+\gamma_{ca}.
$$

Physically, an amorphous layer then gains nothing by inserting itself between crystal and metal. If the inequality is violated, it does gain, the crystal keeps away from the metal, and $\gamma_{ca}$ sets the threshold, provided the amorphous layers left at the metal can be arbitrarily thin.

It remains to exclude small or oddly shaped crystals that might be favourable below $h_c$. Draw lines perpendicular to the film, and let $A_p$ be the area of the crystal's projection onto the film plane. Every line that meets the crystal has a lowest and a highest crystalline point. At each of these points the crystal either touches metal, at a cost $\delta$ per projected area, or touches amorphous silicon. In the second case, a surface element inclined by an angle $\theta$ to the film plane has area

$$
dA=\frac{dA_p}{|\cos\theta|}\ge dA_p ,
$$

so its cost is at least $\gamma_{ca}\,dA_p$. Vertical walls, and any further interfaces between the two end points, only add positive energy. If the crystalline length along a line is $t\le h$, then

$$
\Delta G\ge\int_{A_p}\left[2\min(\delta,\gamma_{ca})-t\Delta g\right]dA_p
\ge A_p\left[2\min(\delta,\gamma_{ca})-h\Delta g\right].
$$

The last bracket is positive for $h<h_c$. Below the threshold no crystalline region of any shape lowers the free energy. Above it, a sufficiently wide crystal does: its gain grows as its area, whereas its rim energy grows as its perimeter. Within the stated model the threshold is thus both a lower limit for crystallization and the thickness at which crystallization becomes thermodynamically possible.

Three limits show what the formula says. As $\delta\to0$ the threshold vanishes, because the metal no longer distinguishes the two phases. If $\delta<0$, the metal prefers the crystal, and a wide film gains by crystallizing at any thickness. As $\Delta g\to0$ with the interface energies fixed, the threshold diverges, because there is no volume gain to pay for the interfaces.

For numbers, take aluminium-induced crystallization of amorphous silicon at $500\ \mathrm K$. The inputs are rough round values: $\Delta H=0.120$ eV per atom, $\Delta S=0.20\,k_B$ per atom, and $n=49.0\ \mathrm{nm^{-3}}$. The free energy released is $0.1114$ eV per atom, so

$$
\Delta g=49.0\times0.1114\ \mathrm{eV/nm^3}\approx5.46\ \mathrm{eV/nm^3}.
$$

Further, take $\gamma_a=0.80$, $\gamma_c=2.00$, $\gamma_{ca}=1.60$ and $\gamma_{gb}=2.20$, all in $\mathrm{eV/nm^2}$. The amorphous film wets the boundary, since $2.20-2(0.80)=0.60\ \mathrm{eV/nm^2}$ is positive. The increase at one interface is

$$
\delta=2.00-0.80=1.20\ \mathrm{eV/nm^2},
$$

or $0.192\ \mathrm{J/m^2}$. It is smaller than $\gamma_{ca}$, so the full-thickness formula applies:

$$
h_c=\frac{2(1.20)}{5.458}\ \mathrm{nm}\approx0.44\ \mathrm{nm}.
$$

The threshold was also found without choosing an arrangement in advance. The film was divided into 1000 sublayers, each either crystalline or amorphous, and the total energy was minimized over all sequences. The thickness at which the all-amorphous film first lost was $0.4397$ nm, the same as the formula to the printed digits. With $\gamma_{ca}$ lowered to $0.70\ \mathrm{eV/nm^2}$ and everything else held fixed, the buried crystal wins. The formula then gives $2(0.70)/5.458=0.2565$ nm, and the minimization gives $0.2570$ nm. The difference comes from the grid: two of the 1000 sublayers must remain amorphous, so the required film thickness is larger by the factor $1000/998$. In this second case $2\delta/\Delta g$ would still be $0.44$ nm, well above the threshold of the continuum model. That lower value needs amorphous layers of vanishing thickness at the metal. If each must be at least $a$ thick, the buried threshold becomes $2\gamma_{ca}/\Delta g+2a$, which lies below $2\delta/\Delta g$ only for $a<(\delta-\gamma_{ca})/\Delta g\approx0.09$ nm. This is less than one atomic layer, so with layers of atomic thickness the threshold would return to $0.44$ nm.

The bound for three-dimensional shapes was tested on ellipsoids cut off where they meet the metal. Their lateral semi-axes ranged from $0.1$ to $1000$ nm, their vertical semi-axes from $0.3h$ to $30h$, and their centres lay anywhere across the film. At $0.98$ of the threshold, all 20,000 shapes in each of the two cases had positive energy and obeyed the bound. At $1.02h_c$ in the main case, 3467 of 20,000 had negative energy. That count depends on how the shapes were sampled and is not a nucleation probability.

Being favourable is not the same as being fast, because a crystal starts small and must first pay for its rim. For $\delta\le\gamma_{ca}$, consider a straight-walled disc of radius $r$ that spans the film. Its side area is $2\pi rh$ and its face area is $\pi r^2$, so

$$
\Delta G(r)=2\pi rh\gamma_{ca}-\pi r^2(h\Delta g-2\delta).
$$

Above $h_c$ the second bracket is positive. At the maximum,

$$
0=\frac{d\Delta G}{dr}=2\pi h\gamma_{ca}-2\pi r(h\Delta g-2\delta),
$$

which gives

$$
r^*=\frac{h\gamma_{ca}}{h\Delta g-2\delta}.
$$

At this radius the second term of $\Delta G$ is half the first, so the barrier is $\pi r^*h\gamma_{ca}$:

$$
\Delta G^*=\frac{\pi h^2\gamma_{ca}^2}{h\Delta g-2\delta}.
$$

The disc barrier diverges as $h$ falls towards $h_c$. It also grows for very thick films, because the side wall becomes tall. The best thickness for a disc follows from

$$
\frac{d\Delta G^*}{dh}
=\pi\gamma_{ca}^2\,
\frac{2h(h\Delta g-2\delta)-h^2\Delta g}{(h\Delta g-2\delta)^2}
=\pi\gamma_{ca}^2\,\frac{h(h\Delta g-4\delta)}{(h\Delta g-2\delta)^2}=0 .
$$

Hence $h=4\delta/\Delta g=2h_c$. There $h\Delta g-2\delta=2\delta$, and

$$
\Delta G^*_{\min}
=\frac{\pi\gamma_{ca}^2}{2\delta}\left(\frac{4\delta}{\Delta g}\right)^2
=\frac{8\pi\delta\gamma_{ca}^2}{\Delta g^2}.
$$

In the example this thickness is $0.88$ nm, the critical radius is $0.59$ nm, and the barrier is about $2.6$ eV, or $60k_BT$. At $1.3h_c$ the disc barrier is about $3.7$ eV. These are upper bounds on the model's nucleation barrier, since a growing disc is one possible path and another sequence of shapes may pass lower. The critical disc contains about 47 atoms, so sharp faces and bulk energies are themselves rough approximations.

In a thick film a free sphere is another possible nucleus. Its energy is $4\pi r^2\gamma_{ca}-\frac43\pi r^3\Delta g$, which is stationary at $r=2\gamma_{ca}/\Delta g$. Substitution gives the barrier

$$
\left(16-\frac{32}{3}\right)\frac{\pi\gamma_{ca}^3}{\Delta g^2}
=\frac{16\pi\gamma_{ca}^3}{3\Delta g^2}\approx2.3\ \mathrm{eV}.
$$

The uncut sphere needs a film at least $1.17$ nm thick. Because $\delta<\gamma_{ca}$, contact with the metal lowers the barrier: a cap of the same radius on one wall, with contact angle $\cos\theta=-\delta/\gamma_{ca}$, is $1.03$ nm high and has a barrier of about $2.2$ eV. In a thinner film a sphere of radius $r>h/2$ centred on the midplane is cut by both walls. Its curved area is $2\pi rh$, each contact has area $\pi(r^2-h^2/4)$, and its volume is $\pi(r^2h-h^3/12)$, so its energy is that of the disc of radius $r$ plus the constant $-\pi\delta h^2/2+\pi\Delta g\,h^3/12$. The maximum lies at the same $r^*$, and the barrier falls to about $2.1$ eV, or $49k_BT$, at $2h_c$ and to $3.3$ eV at $1.3h_c$. At $2h_c$, $r^*=2\gamma_{ca}/\Delta g$ and $h/2r^*=\delta/\gamma_{ca}$, so this shape has the critical curvature and meets both walls at the contact angle; its barrier is below those of the disc and the free sphere. None of these barriers gives a rate, which would also require attempt frequencies, the number of sites and the atomic mobility.

A threshold of $0.44$ nm is only $1.40$ times the $0.314$ nm spacing of silicon (111) bilayers. The two interfaces are then close enough to influence each other. To estimate this, note that at $h=0$ there is no silicon, and both kinds of film must reduce to the same bare boundary. An assumed exponential interpolation with range $\lambda$ is

$$
E_i(h)=2\gamma_i+(\gamma_{gb}-2\gamma_i)e^{-h/\lambda},\qquad i=a,c .
$$

Because the same range is assumed for both films, the boundary energy cancels in the difference $E_c-E_a$:

$$
E_c-E_a=2\delta\left(1-e^{-h/\lambda}\right).
$$

Equating this to $h\Delta g$, and writing $h_0=2\delta/\Delta g$, $x=h/h_0$ and $\kappa=h_0/\lambda$, gives

$$
x=1-e^{-\kappa x}.
$$

If $\kappa\le1$, then $1-e^{-\kappa x}<\kappa x\le x$ for every $x>0$. The full-thickness crystal is then favourable at any thickness and the threshold is gone. If $\kappa>1$ there is one positive solution. With $y=\kappa(x-1)$ the equation becomes $y=-\kappa e^{-\kappa}e^{-y}$, or $ye^y=-\kappa e^{-\kappa}$. Therefore

$$
x=1+\frac{W_0(-\kappa e^{-\kappa})}{\kappa},
$$

where $W_0$ is the principal branch of the Lambert function; the other real branch returns $x=0$. For an assumed range of $0.20$ nm, $\kappa=2.199$ and the threshold falls to $0.37$ nm, a reduction of about 16 percent from the sharp-interface value. The result depends strongly on the range: at $0.30$ nm the threshold is only $0.25$ nm, and from $\lambda=h_0=0.44$ nm upwards there is none. The range is assumed here, not calculated from an atomic interaction.

Other corrections can be sized in the same way. A volume shrinkage of 1.8 percent corresponds to a linear strain of $0.018/3=0.006$. If the in-plane dimensions are held fixed and the thickness is free, two equal stresses $M\epsilon$ act, and the elastic energy density is $\frac12(2M\epsilon)\epsilon=M\epsilon^2$. With $M=180$ GPa, the value for a (001) silicon layer, this is $0.040\ \mathrm{eV/nm^3}$. Subtracted from $\Delta g$, it raises the threshold to $0.443$ nm, by less than one percent. A (111) layer is stiffer, with $M$ about $229$ GPa, but the rise still stays below one percent. With the other inputs fixed, changing the temperature from 400 to 700 K moves $h_c$ from $0.433$ to $0.454$ nm. The interface energies matter more: raising $\gamma_c$ alone by 10 percent raises $h_c$ to $0.51$ nm, because $\delta=\gamma_c-\gamma_a$ is smaller than $\gamma_c$: the added $0.20\ \mathrm{eV/nm^2}$ is 10 percent of $\gamma_c$ but about 17 percent of $\delta$. The enthalpy matters as much: amorphous silicon that is not fully relaxed releases more heat on crystallization, and $\Delta H=0.16$ eV per atom in place of $0.12$ lowers $h_c$ to $0.32$ nm.

In real aluminium-induced crystallization, amorphous silicon in contact with aluminium crystallizes at temperatures well below those needed without the metal, and 500 K lies in the range of such processing. Interface energies of a few tenths of a joule per square metre and a crystallization enthalpy near $0.1$ eV per atom are of the usual size, but the individual interface energies are uncertain and depend on orientation. With the interface energies chosen here, and if the interfaces influence each other only over about $0.2$ nm or less, the threshold is about $0.4$ nm. This illustrates the formula and does not predict the value for a real boundary. At fixed $\Delta g$, errors of 20 percent in the individual interface energies can move the sharp-interface threshold anywhere between about $0.23$ and $0.64$ nm, and with an overlap range of $0.2$ nm the lower end falls below $0.1$ nm. A longer range could lower the threshold much further or remove it. If the crystal must consist of whole (111) bilayers parallel to the boundary, the first thickness above $0.44$ nm is two bilayers, and the same holds for the shifted values $0.37$ and $0.51$ nm.

Real layers can also break the assumption of immobile silicon, since silicon can diffuse along aluminium grain boundaries. Suppose a fraction $\phi$ of the area thickens to $H$ and crystallizes, while the rest thins and remains amorphous. With wide regions and rims neglected, the change per total area is

$$
\frac{\Delta G}{A}=\phi\,(2\delta-H\Delta g),
$$

which is negative whenever $H>h_c$, even if the mean thickness is smaller. Take interfaces that do not influence each other. For a mean thickness of $0.396$ nm, uniform crystallization then costs $0.24\ \mathrm{eV/nm^2}$. If half the area thickens to $0.66$ nm and half thins to $0.13$ nm, the change is $-0.60\ \mathrm{eV/nm^2}$. The thin part is less than half a bilayer, so these values illustrate the energy balance and do not describe an atomic structure. The local threshold stays where it was, but the mean thickness needed to reach it somewhere can be lower. As a process criterion, $h>2\delta/\Delta g$ thus applies to the local film thickness, assumes that no buried crystal is favoured (certain if $\delta\le\gamma_{ca}$) and that the interfaces do not influence each other, and says that crystallization is allowed, not that it will occur within a given anneal. The numerical output below lists the values used.

## Computed values

```
Temperature: 500 K
Crystallization enthalpy released: 0.120 eV/atom
Excess entropy of a-Si: 0.20 k_B/atom
Atomic density of a-Si: 49.0 atoms/nm^3
Free energy released per atom: 0.1114 eV/atom
Driving force dg: 5.458 eV/nm^3
Al/a-Si interface energy: 0.80 eV/nm^2
Al/c-Si interface energy: 2.00 eV/nm^2
c-Si/a-Si interface energy: 1.60 eV/nm^2
Bare Al grain boundary energy: 2.20 eV/nm^2
Wetting gain g_gb - 2 g_a: 0.60 eV/nm^2
Increase delta per interface: 1.20 eV/nm^2
Same increase in SI units: 0.192 J/m^2
Critical thickness h_c: 0.4397 nm
Threshold from stack minimization: 0.4397 nm
Si(111) bilayer spacing: 0.314 nm
h_c in bilayer spacings: 1.40
Alternative low c-Si/a-Si energy: 0.70 eV/nm^2
Buried-crystal threshold, formula: 0.2565 nm
Buried-crystal threshold, stacks: 0.2570 nm
Ellipsoids sampled per case: 20000
Favourable ellipsoids at 1.02 h_c: 3467
Film thickness for disc, 2 h_c: 0.879 nm
Critical disc radius at 2 h_c: 0.586 nm
Atoms in critical disc: 47
Disc barrier at 2 h_c: 2.592 eV
Disc barrier over k_B T: 60.2
Disc barrier at 1.3 h_c: 3.650 eV
Critical sphere diameter: 1.173 nm
Sphere barrier: 2.304 eV
Assumed overlap range: 0.20 nm
Ratio kappa = h_c/range: 2.199
Threshold with overlap: 0.3709 nm
Change due to overlap: -15.7 percent
Biaxial modulus: 180 GPa
Volume shrinkage: 1.8 percent
Densification strain energy: 0.0404 eV/nm^3
Threshold with strain: 0.4430 nm
h_c at 400 K: 0.4330 nm
h_c at 700 K: 0.4538 nm
h_c if Al/c-Si energy is 10 percent higher: 0.5130 nm
Mean thickness in redistribution case: 0.3958 nm
Thick crystalline part: 0.6596 nm
Thin amorphous part: 0.1319 nm
Energy change, uniform film: 0.240 eV/nm^2
Energy change, redistributed film: -0.600 eV/nm^2
```
